# Symmetric Eckart barrier transmission and thermal tunnelling in hydrogen transfer, part 1

(Sections cited here and not found follow in the second part.)

## First half: transmission through the barrier

A hydrogen atom passes from one partner to another over a transition state. Along the reaction path its motion is described by one coordinate \(x\) with a constant mass \(m\), in the potential

\[
V(x)=V_0\,\mathrm{sech}^2(x/a),\qquad V_0>0 .
\]

This is the symmetric Eckart barrier. It falls to the same energy, taken as zero, on both sides, so the reaction is thermoneutral. The model assumes that the coordinate is straight and separable from all other motions. \(V_0\) is the effective barrier along the path, including whatever the other modes contribute to it. Hartree atomic units are used, so \(\hbar=1\) and a frequency is also an energy.

An electronic-structure calculation of a transition state supplies the barrier height and the curvature at the top. The harmonic analysis gives the curvature of the bare electronic potential; it is the curvature of the effective barrier only if the other modes add none of their own, which is assumed here. The width \(a\) is not supplied directly. The aim is to find the transmission probability and its thermal average in terms of the two known quantities.

### (a) Express the width through the curvature, and reduce the Schrödinger equation to dimensionless form.

**Solution.** For small argument, \(\cosh y=1+y^2/2+\dots\), so \(\mathrm{sech}^2y=1-y^2+\dots\). Near the top,

\[
V(x)=V_0-\frac{V_0}{a^2}x^2+\dots,\qquad V''(0)=-\frac{2V_0}{a^2}.
\]

The barrier frequency \(\omega>0\) is defined by \(V''(0)=-m\omega^2\). In the mass-weighted coordinate \(\sqrt m\,x\) the curvature is \(-\omega^2\), which is why a harmonic analysis reports an imaginary frequency of magnitude \(\omega\). Equating the two expressions gives

\[
a=\frac1\omega\sqrt{\frac{2V_0}{m}} .
\]

At given height, a sharply curved barrier is a narrow one. The Schrödinger equation is

\[
-\frac1{2m}\frac{d^2\psi}{dx^2}+V_0\,\mathrm{sech}^2(x/a)\,\psi=E\psi,\qquad E>0 .
\]

Put \(y=x/a\) and multiply by \(-2ma^2\):

\[
\frac{d^2\psi}{dy^2}+\left(q^2-\Lambda\,\mathrm{sech}^2y\right)\psi=0,
\qquad q=a\sqrt{2mE},\quad \Lambda=2mV_0a^2 .
\]

Here \(q/a=k\) is the wave number far from the barrier.

### (b) Find the solution that is a purely outgoing wave on the right.

**Solution.** With the time factor \(e^{-iEt}\), a wave \(e^{iqy}\) moves to the right. The solution must approach a multiple of it as \(y\to+\infty\).

Let \(\xi=\tanh y\). Then \(d/dy=(1-\xi^2)\,d/d\xi\) and \(\mathrm{sech}^2y=1-\xi^2\). After division by \(1-\xi^2\) the equation reads

\[
\frac{d}{d\xi}\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]+\left[\frac{q^2}{1-\xi^2}-\Lambda\right]\psi=0 .
\]

To remove the singular term, write \(\psi=(1-\xi^2)^{\mu}f\) with \(\mu=-iq/2\). A prime on \(f\) denotes \(d/d\xi\). The first derivative gives

\[
(1-\xi^2)\frac{d\psi}{d\xi}=(1-\xi^2)^\mu\left[(1-\xi^2)f'-2\mu\xi f\right].
\]

Differentiating again and collecting terms,

\[
\frac{d}{d\xi}\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]
=(1-\xi^2)^\mu\left\{(1-\xi^2)f''-(4\mu+2)\xi f'+\left[\frac{4\mu^2\xi^2}{1-\xi^2}-2\mu\right]f\right\}.
\]

Since \(4\mu^2=-q^2\), the two singular terms combine to \(q^2(1-\xi^2)/(1-\xi^2)=q^2\). Since \(-2\mu=iq\), what remains is

\[
(1-\xi^2)f''-2(1-iq)\xi f'+(q^2+iq-\Lambda)f=0 .
\]

Now let \(w=(1-\xi)/2\). Then \(\xi=1-2w\), \(1-\xi^2=4w(1-w)\) and \(d/d\xi=-\tfrac12\,d/dw\), so

\[
w(1-w)\frac{d^2f}{dw^2}+(1-iq)(1-2w)\frac{df}{dw}+(q^2+iq-\Lambda)f=0 .
\]

The hypergeometric equation is \(w(1-w)f''+[C-(A+B+1)w]f'-ABf=0\). Comparison requires

\[
C=1-iq,\qquad A+B=1-2iq,\qquad AB=\Lambda-q^2-iq .
\]

The choice \(A=-iq-s\), \(B=-iq+s+1\) has the correct sum. Its product is \(-q^2-iq-s(s+1)\), so \(s\) must satisfy \(-s(s+1)=\Lambda\). Because \(s(s+1)=(s+\tfrac12)^2-\tfrac14\), this gives

\[
s=-\tfrac12+i\nu,\qquad \nu=\sqrt{\Lambda-\tfrac14}=\tfrac12\sqrt{8mV_0a^2-1}.
\]

The solution regular at \(w=0\) is the power series

\[
F(A,B;C;w)=\sum_{n=0}^\infty
\frac{\Gamma(A+n)\,\Gamma(B+n)\,\Gamma(C)}{\Gamma(A)\,\Gamma(B)\,\Gamma(C+n)}\frac{w^n}{n!},
\]

and the wave function is

\[
\psi=(\mathrm{sech}\,y)^{-iq}\,F\!\left(A,B;C;\tfrac{1-\tanh y}2\right).
\]

As \(y\to+\infty\), \(w\to0\), \(F\to1\) and \(\mathrm{sech}\,y\to2e^{-y}\). Hence \(\psi\to2^{-iq}e^{iqy}\), an outgoing wave. The constant \(2^{-iq}\) has modulus one.

### (c) Find the amplitude of the incident wave on the left, and relate it to the transmission probability.

**Solution.** On the far left \(w\to1\). To see how \(f\) behaves there, try \(f\sim(1-w)^\rho\). The leading terms of the equation give

\[
\rho(\rho-1)+(1-iq)\rho=\rho(\rho-iq)=0 ,
\]

so \(\rho=0\) or \(\rho=iq\). Near \(w=1\) the function therefore has the form

\[
F=R\,g_1(1-w)+I\,(1-w)^{iq}g_2(1-w),
\]

where \(g_1\) and \(g_2\) are analytic at zero argument and equal one there. For \(y\to-\infty\), \(1-w=1/(1+e^{-2y})\to e^{2y}\) and \(\mathrm{sech}\,y\to2e^{y}\). Then

\[
\psi\to2^{-iq}\left(I\,e^{iqy}+R\,e^{-iqy}\right).
\]

So \(I\) is the incident amplitude and \(R\) the reflected one.

The constant \(I\) can be read from the late terms of the power series. The difference \(D=F-I(1-w)^{iq}\) has a bounded derivative near \(w=1\), because \(g_2-1\) vanishes linearly there. On the rest of the circle \(|w|=1\) it is regular, since the differential equation has no other finite singular point except \(w=0\). The \(n\)th series coefficient of \(D\), multiplied by \(n\), is a Fourier coefficient of the bounded function \(wD'(w)\) on that circle, and it tends to zero for large \(n\). The coefficients of \(D\) thus fall faster than \(1/n\).

The coefficients of \(F\) and of \(I(1-w)^{iq}\) must then agree at order \(1/n\). Stirling's formula gives \(\Gamma(n+c)/\Gamma(n+d)\to n^{c-d}\). With \(A+B-C=-iq\), the coefficient of \(F\) tends to

\[
\frac{\Gamma(C)}{\Gamma(A)\Gamma(B)}\,n^{-iq-1}.
\]

The binomial series of \((1-w)^{iq}\) has coefficients \(\Gamma(n-iq)/[\Gamma(-iq)\,n!]\to n^{-iq-1}/\Gamma(-iq)\). Equating the two,

\[
I=\frac{\Gamma(1-iq)\,\Gamma(-iq)}{\Gamma(-iq-s)\,\Gamma(1+s-iq)} .
\]

The potential is real, so the flux combination \(\psi^*\psi'-\psi\,\psi^{*\prime}\), with primes now meaning \(d/dy\), is independent of \(y\). It equals \(2iq\) on the right and \(2iq(|I|^2-|R|^2)\) on the left. Hence \(|I|^2-|R|^2=1\). The wave numbers on the two sides are equal, so the ratio of transmitted to incident flux is

\[
P=\frac1{|I|^2}.
\]

### (d) Reduce \(P\) to elementary functions, including the case in which \(\nu\) is imaginary.

**Solution.** The reflection formula is \(\Gamma(\zeta)\Gamma(1-\zeta)=\pi/\sin\pi\zeta\). For the numerator of \(I\), \(|\Gamma(-iq)|=|\Gamma(iq)|\) because the two are complex conjugates. With \(\zeta=iq\),

\[
|\Gamma(1-iq)\Gamma(-iq)|^2=|\Gamma(1-iq)\Gamma(iq)|^2=\frac{\pi^2}{\sinh^2\pi q}.
\]

For real \(\nu\), the arguments in the denominator are \(\tfrac12-i(q+\nu)\) and \(\tfrac12-i(q-\nu)\). With \(\zeta=\tfrac12+i\tau\) the reflection formula gives \(|\Gamma(\tfrac12+i\tau)|^2=\pi/\cosh\pi\tau\). Therefore

\[
P=\frac{\sinh^2\pi q}{\cosh\pi(q+\nu)\,\cosh\pi(q-\nu)} .
\]

The product in the denominator is rearranged with the addition theorem:

\[
\cosh(X+Y)\cosh(X-Y)=\cosh^2X\cosh^2Y-\sinh^2X\sinh^2Y=\sinh^2X+\cosh^2Y .
\]

The last step uses \(\cosh^2X=1+\sinh^2X\) and \(\sinh^2Y=\cosh^2Y-1\). The result is

\[
P=\frac{\sinh^2\pi q}{\sinh^2\pi q+\cosh^2\pi\nu}.
\]

If \(8mV_0a^2<1\), then \(\nu=i\eta\) with \(0<\eta<\tfrac12\), and the arguments are \(\tfrac12\pm\eta-iq\). Their gamma functions are no longer covered by the formula for \(|\Gamma(\tfrac12+i\tau)|^2\). The squared modulus of the product can be paired differently:

\[
\Gamma(\tfrac12+\eta-iq)\,\Gamma(\tfrac12-\eta+iq)=\frac{\pi}{\cos\pi(\eta-iq)},
\]

together with its complex conjugate. The product of the two cosines is

\[
\cos^2\pi\eta\,\cosh^2\pi q+\sin^2\pi\eta\,\sinh^2\pi q=\cos^2\pi\eta+\sinh^2\pi q .
\]

So \(\cosh^2\pi\nu\) is replaced by \(\cos^2\pi\eta\), which is what direct substitution of \(\nu=i\eta\) would give. As \(V_0\to0\) at fixed \(a\), \(\eta\to\tfrac12\), the cosine vanishes and \(P\to1\), as it must without a barrier. For a fixed barrier and \(E\to0\), \(\sinh^2\pi q\to\pi^2q^2\), and \(P\) vanishes in proportion to \(E\).

### (e) Write \(P\) in terms of height and curvature, and examine energies near and below the top.

**Solution.** Insert the width from part (a):

\[
\pi q=\pi a\sqrt{2mE}=\frac{2\pi\sqrt{V_0E}}{\omega},
\qquad
8mV_0a^2=\frac{16V_0^2}{\omega^2}.
\]

Define

\[
\alpha=\frac{2\pi V_0}{\omega},\qquad z=\sqrt{E/V_0},\qquad \alpha'=\sqrt{\alpha^2-\pi^2/4}.
\]

Then \(\pi q=\alpha z\). Since \(16V_0^2/\omega^2=4\alpha^2/\pi^2\), also \(\pi\nu=\tfrac\pi2\sqrt{4\alpha^2/\pi^2-1}=\alpha'\). The transmission probability becomes

\[
P=\frac{\sinh^2\alpha z}{\sinh^2\alpha z+\cosh^2\alpha'} ,
\]

with \(\cosh\alpha'\) read as \(\cos\sqrt{\pi^2/4-\alpha^2}\) when \(\alpha<\pi/2\). The mass no longer appears explicitly: at fixed \(V_0\) it acts only through \(\omega\).

For a thick barrier, \(\alpha\gg1\), and energies with \(\alpha z\gg1\), both hyperbolic functions are half a growing exponential. Then

\[
P\simeq\frac1{1+e^{-2(\alpha z-\alpha')}} .
\]

The probability is a smooth step in \(z\), rising from 10 to 90 per cent over an interval of about \(2.2/\alpha\). Well below the top it reduces to \(e^{-2(\alpha'-\alpha z)}\).

As a model of hydrogen transfer take \(V_0=0.020\) hartree (52.5 kJ/mol) and \(\omega=0.006\) hartree (1317 cm\(^{-1}\)) for a proton. Then \(\alpha=2\pi(0.020)/0.006=20.94\), \(\alpha'=20.885\), and the width is \(a=0.778\) bohr. At \(E=V_0/2\), \(\alpha z=20.94\times0.7071=14.81\), and the exponent \(-2(20.885-14.810)=-12.15\) gives \(P=5.3\times10^{-6}\).

At \(E=V_0\) the full expression gives 0.529, slightly above one half. The excess follows from \(\alpha'<\alpha\): the step is centred at \(z=\alpha'/\alpha\), just below the top. Direct numerical integration of the Schrödinger equation agreed with the formula to a relative \(4\times10^{-8}\) in the cases tested, which include one with \(\alpha<\pi/2\).

## Second half: the thermal tunnelling factor

The first half treated a particle of mass \(m\) at the barrier \(V_0\,\mathrm{sech}^2(x/a)\), whose curvature at the top is \(-m\omega^2\). With \(\alpha=2\pi V_0/\omega\), \(z=\sqrt{E/V_0}\) and \(\alpha'=\sqrt{\alpha^2-\pi^2/4}\), the transmission probability is

\[
P=\frac{\sinh^2\alpha z}{\sinh^2\alpha z+\cosh^2\alpha'}
\simeq\frac1{1+e^{-2(\alpha z-\alpha')}},
\]

where the second form needs \(\alpha\gg1\) and \(\alpha z\gg1\). Let \(\beta=1/(k_BT)\). The two natural thermal variables are

\[
b=\beta V_0,\qquad u=\beta\omega,\qquad\text{so that}\qquad \alpha=\frac{2\pi b}{u}.
\]

### (f) Define the tunnelling factor from the thermal flux, and show on which variables it depends.

**Solution.** Reactants in thermal equilibrium approach from the left. Per unit length there are \(dk/2\pi\) states in the interval \(dk\), each with speed \(k/m\) and Boltzmann weight \(e^{-\beta E}\). Since \(dE=(k/m)\,dk\), the transmitted flux, before division by the reactant partition function per unit length, is

\[
\int_0^\infty\frac{dk}{2\pi}\,\frac km\,P\,e^{-\beta E}=\frac1{2\pi}\int_0^\infty P(E)\,e^{-\beta E}\,dE .
\]

Classically \(P\) is zero below \(V_0\) and one above, which gives \(e^{-\beta V_0}/(2\pi\beta)\). The tunnelling factor \(\kappa\) is the ratio of the two:

\[
\kappa=\beta e^{\beta V_0}\int_0^\infty P(E)\,e^{-\beta E}\,dE .
\]

It multiplies the transition-state rate, provided the other modes neither couple to \(x\) nor cause recrossing. It contains both tunnelling below the top and reflection above it. With \(E=V_0z^2\) and \(dE=2V_0z\,dz\),

\[
\kappa=2b\int_0^\infty z\,P\,e^{b(1-z^2)}\,dz .
\]

\(P\) depends on \(z\) and \(\alpha\), and \(\alpha=2\pi b/u\). So \(\kappa\) is a function of \(b\) and \(u\) alone. Height and curvature determine the tunnelling factor at each temperature once the Eckart shape has been assumed.

### (g) Find the first quantum correction at high temperature.

So far the transmission probability of the Eckart barrier has been found in terms of its height and curvature, and the tunnelling factor \(\kappa\) has been shown to depend only on \(b\) and \(u\). What remains is to solve part (g), to find \(\kappa\) for a very high barrier, at the crossover and well below it, and to apply the results to the model hydrogen transfer and its deuterium counterpart.
